\section*{Lateral Implant Profile Behind an Ideal Mask Edge}

Let $z$ be the depth below a flat surface at $z=0$, let $y$ run along a straight mask edge, and let $x$ be the lateral distance from that edge. The mask covers $x>0$, and the window is the half-plane $x<0$. An ion that enters the target at the origin comes to rest in a volume element $dx\,dy\,dz$ with probability $p(x,y,z)\,dx\,dy\,dz$. The function $p$ is the point-ion distribution and has the unit $\mathrm{m^{-3}}$. The number of ions entering per unit surface area is $\Phi(x,y)$, which equals a constant dose $D$ in the window and zero under the mask. The concentration of implanted atoms is $C$. The complementary error function is defined by
\begin{equation}
\operatorname{erfc}(\xi)=\frac{2}{\sqrt\pi}\int_\xi^\infty e^{-t^2}\,dt=1-\operatorname{erf}(\xi).
\end{equation}

The mask is ideal in the following sense. It stops every ion that strikes it, it scatters none back into the window, and it is thin enough to cast no shadow when the beam is inclined. The target is laterally uniform, also beneath the mask, so an ion entering at $(x',y')$ has the same distribution as one entering at the origin, displaced by $(x',y')$. The ions stop independently of one another. This excludes doses at which accumulated damage changes the stopping of later ions, because the damage itself would then vary across the edge. Diffusion after the implant is left out.

Under these assumptions the contributions of all entry points add. The number of ions entering through $dx'\,dy'$ is $\Phi\,dx'\,dy'$, and each contributes the density $p$ evaluated at its displacement from the entry point:
\begin{equation}
C(x,y,z)=\iint \Phi(x',y')\,p(x-x',\,y-y',\,z)\,dx'\,dy' .
\end{equation}
This is a convolution in the two lateral coordinates. The depth is not convolved, since all ions enter at the same surface.

The dose does not depend on $y'$, so that integral can be done first. With $v=y-y'$ we have $dy'=-dv$, and the limits are interchanged, which removes the minus sign. What remains is the density integrated along the edge,
\begin{equation}
q(x,z)=\int_{-\infty}^{\infty}p(x,v,z)\,dv ,
\end{equation}
and the concentration no longer depends on $y$:
\begin{equation}
C(x,z)=D\int_{-\infty}^{0}q(x-x',z)\,dx' .
\end{equation}
Now set $u=x-x'$, the lateral displacement an ion needs in order to reach $x$ from $x'$. Then $dx'=-du$. The end $x'=0$ becomes $u=x$, and $x'\to-\infty$ becomes $u\to+\infty$. Reversing the limits again absorbs the sign, so
\begin{equation}
C(x,z)=D\int_x^\infty q(u,z)\,du .
\end{equation}
A point under the mask at distance $x$ from the edge is reached by those ions whose displacement towards the mask exceeds $x$.

Without a mask, $x'$ runs over the whole line, and so does $u$. The open-area concentration is therefore
\begin{equation}
C_{\rm open}(z)=D\,n(z),\qquad n(z)=\int_{-\infty}^{\infty}q(u,z)\,du ,
\end{equation}
where $n(z)$ is the depth distribution of one ion. The same value is approached far inside the window, as $x\to-\infty$. Wherever $n(z)>0$, define $h(u|z)=q(u,z)/n(z)$, the distribution of lateral displacements among the ions that stop at depth $z$. Its integral over $u$ is one. Dividing the two concentrations gives
\begin{equation}
F(x,z)\equiv\frac{C(x,z)}{C_{\rm open}(z)}=\int_x^\infty h(u|z)\,du .
\label{eq:survival}
\end{equation}

The value below the edge follows before any shape is chosen for $h$. If $h(-u|z)=h(u|z)$, the integrals over negative and positive $u$ are equal. They add to one, so each is one half:
\begin{equation}
C(0,z)=\tfrac12\,C_{\rm open}(z).
\label{eq:half}
\end{equation}
Below the edge, half of the entry points that would supply ions in an open area are covered, and by symmetry they would have supplied half of the ions. Symmetry is sufficient; what the half strictly needs is that the median displacement at that depth be zero. A beam along the surface normal provides the symmetry if the target has no preferred sense across the edge.

The form of the profile away from the edge needs more. Suppose that the displacements at depth $z$ follow a centred Gaussian of standard deviation $\sigma(z)$,
\begin{equation}
h(u|z)=\frac{1}{\sqrt{2\pi}\,\sigma}\exp\!\left(-\frac{u^2}{2\sigma^2}\right).
\end{equation}
Put $t=u/(\sqrt2\,\sigma)$, so that $du=\sqrt2\,\sigma\,dt$ and the lower limit becomes $x/(\sqrt2\,\sigma)$. The prefactor is $\sqrt2\,\sigma/(\sqrt{2\pi}\,\sigma)=1/\sqrt\pi$, which is half the prefactor in the definition of erfc. Hence
\begin{equation}
C(x,z)=\frac{C_{\rm open}(z)}{2}\,
\operatorname{erfc}\!\left(\frac{x}{\sqrt2\,\sigma(z)}\right).
\label{eq:erfc}
\end{equation}
Since $\operatorname{erfc}(0)=1$, this contains \eqref{eq:half}. The depth was a fixed parameter throughout, so $\sigma$ may vary with depth. If it does, the concentration is no longer a product of a function of $x$ and a function of $z$, but the lateral profile at each depth is still an erfc.

The converse also holds. Differentiating \eqref{eq:survival} with respect to its lower limit gives
\begin{equation}
\frac{\partial F}{\partial x}=-h(x|z),
\label{eq:slope}
\end{equation}
so an erfc profile at some depth implies a Gaussian $h$ at that depth. The slope of the profile behind a sharp edge is thus a direct image of the lateral point-ion distribution at that depth, integrated along the edge.

For numbers, take a model with a Gaussian depth distribution,
\begin{equation}
C_{\rm open}(z)=\frac{D}{\sqrt{2\pi}\,a}\exp\!\left[-\frac{(z-R)^2}{2a^2}\right],
\end{equation}
with range $R=100$ nm, depth straggle $a=30$ nm, constant lateral straggle $\sigma=25$ nm and dose $D=10^{18}\ \mathrm{m^{-2}}$. These are round parameters, not those of a particular ion and target. In a crystal, a dose of this size can already cause enough damage to affect channelling, so the example is best read as an implant into an amorphous target. The Gaussian is normalized over all $z$ and so places a fraction $\frac12\operatorname{erfc}[R/(\sqrt2\,a)]=4.3\times10^{-4}$ of the ions above the surface, a small defect of the model. The open-area peak, at $z=R$, is
\begin{equation}
C_{\rm open}(R)=\frac{10^{18}\ \mathrm{m^{-2}}}{\sqrt{2\pi}\times 30\times10^{-9}\ \mathrm{m}}
=1.33\times10^{25}\ \mathrm{m^{-3}},
\end{equation}
or $1.33\times10^{19}\ \mathrm{cm^{-3}}$. Directly below the edge, at the same depth, the concentration is $6.65\times10^{24}\ \mathrm{m^{-3}}$, or $6.65\times10^{18}\ \mathrm{cm^{-3}}$. Going under the mask in steps of one $\sigma$, \eqref{eq:erfc} gives $F=0.159$ at 25 nm, $0.0228$ at 50 nm and $0.00135$ at 75 nm. The concentration at 75 nm is $1.80\times10^{22}\ \mathrm{m^{-3}}$. Inside the window, $\operatorname{erfc}(-\xi)=2-\operatorname{erfc}(\xi)$ gives $F(-x)=1-F(x)$, hence $0.841$ at $x=-25$ nm and $0.977$ at $x=-50$ nm. The mask is therefore felt on both sides of its edge.

Two measures describe how sharp the transition is. From \eqref{eq:slope}, the slope at the edge is
\begin{equation}
\left.\frac{\partial C}{\partial x}\right|_{x=0}=-\frac{C_{\rm open}}{\sqrt{2\pi}\,\sigma},
\end{equation}
which at the peak depth is $-2.12\times10^{23}\ \mathrm{m^{-3}}$ per nm. The level $F=0.1$ requires $\operatorname{erfc}[x/(\sqrt2\,\sigma)]=0.2$, and $F=0.9$ lies at the opposite value of $x$. The distance between them is
\begin{equation}
\Delta x_{10-90}=2\sqrt2\,\sigma\,\operatorname{erfc}^{-1}(0.2)=64\ \mathrm{nm},
\end{equation}
about $2.6\,\sigma$. A geometrically sharp mask edge does not produce a sharp doping edge.

If the target already contains a uniform background concentration $N_B$, the implanted concentration falls to that level where $\operatorname{erfc}[x/(\sqrt2\,\sigma)]=2N_B/C_{\rm open}$, that is, at
\begin{equation}
x_B(z)=\sqrt2\,\sigma\,\operatorname{erfc}^{-1}\!\left(\frac{2N_B}{C_{\rm open}(z)}\right).
\end{equation}
This lies under the mask if $N_B<C_{\rm open}/2$. If the two dopants are of opposite type and equally activated, and the activation anneal hardly moves them, it marks the lateral junction. For $N_B=10^{23}\ \mathrm{m^{-3}}$ the ratio $N_B/C_{\rm open}(R)$ is $7.52\times10^{-3}$, and $x_B(R)=61$ nm. The inverse function decreases with its argument, so with constant $\sigma$ the reach under the mask is greatest at the depth where $C_{\rm open}$ peaks.

The dose that ends up under the mask follows by integrating \eqref{eq:survival} over $x>0$. The region of integration is $0<x<u$, so exchanging the order of the integrals gives
\begin{equation}
\int_0^\infty F\,dx=\int_0^\infty\! dx\int_x^\infty\! h(u|z)\,du
=\int_0^\infty\! h(u|z)\left(\int_0^u dx\right)du=\int_0^\infty u\,h(u|z)\,du .
\end{equation}
For the Gaussian, $\int_0^\infty u\,e^{-u^2/(2\sigma^2)}du=\sigma^2$, and therefore
\begin{equation}
\int_0^\infty C(x,z)\,dx=C_{\rm open}(z)\,\frac{\sigma}{\sqrt{2\pi}} .
\end{equation}
With constant $\sigma$, integration over depth replaces $C_{\rm open}$ by $D$, up to the small fraction above the surface. The dose per unit length of edge is $D\sigma/\sqrt{2\pi}$. Here $\sigma/\sqrt{2\pi}=9.97$ nm, and the result is $9.97\times10^{9}\ \mathrm{m^{-1}}$. As many ions lie under the mask as entered through a window strip 10 nm wide. The relation $F(-x)=1-F(x)$ shows that the window side lacks the same number.

The half in \eqref{eq:half} is relative to an open area, and a narrow window may contain no place where the open-area value is reached. Let the window be $-w<x'<0$. The displacement $u=x-x'$ then runs from $x$ to $x+w$, so the ratio is $F(x)-F(x+w)$, or
\begin{equation}
\frac{C}{C_{\rm open}}=\frac12\left[\operatorname{erfc}\!\left(\frac{x}{\sqrt2\,\sigma}\right)
-\operatorname{erfc}\!\left(\frac{x+w}{\sqrt2\,\sigma}\right)\right].
\end{equation}
At the edge $x=0$ the bracket is $1-\operatorname{erfc}[w/(\sqrt2\,\sigma)]$. At the centre $x=-w/2$ it is $\operatorname{erfc}(-\zeta)-\operatorname{erfc}(\zeta)=2\operatorname{erf}(\zeta)$, with $\zeta=w/(2\sqrt2\,\sigma)$. Hence
\begin{equation}
\left.\frac{C}{C_{\rm open}}\right|_{\rm edge}=\frac12\operatorname{erf}\!\left(\frac{w}{\sqrt2\,\sigma}\right),
\qquad
\left.\frac{C}{C_{\rm open}}\right|_{\rm centre}=\operatorname{erf}\!\left(\frac{w}{2\sqrt2\,\sigma}\right).
\end{equation}
For $w\gg\sigma$ these tend to $\frac12$ and $1$. For $w\ll\sigma$, the expansion $\operatorname{erf}(\xi)\approx2\xi/\sqrt\pi$ turns both into $w/(\sqrt{2\pi}\,\sigma)$: the window acts as a line source, and edge and centre are equally doped to leading order. With $w=50$ nm, which is $2\sigma$, the edge value is $0.477$ and the centre value $0.683$. The edge is still close to half the open-area concentration, but it has 70\,\% of the concentration at the window centre.

A beam tilted across the edge breaks the lateral symmetry, whereas a tilt along the edge does not. Let the beam lean towards the mask by an angle $\theta$ from the surface normal, and let the point-ion distribution be a Gaussian centred at distance $R$ along the beam, with straggle $a$ along it and $\sigma$ across it. Measured from the centre of this cloud, the coordinates are $X=x-R\sin\theta$ and $Z=z-R\cos\theta$. The components along and across the beam are $X\sin\theta+Z\cos\theta$ and $X\cos\theta-Z\sin\theta$, so the exponent is $-Q/2$ with
\begin{equation}
Q=\frac{(X\sin\theta+Z\cos\theta)^2}{a^2}+\frac{(X\cos\theta-Z\sin\theta)^2}{\sigma^2}.
\end{equation}
Define $V=a^2\cos^2\theta+\sigma^2\sin^2\theta$. The coefficient of $X^2$ is
\begin{equation}
\frac{\sin^2\theta}{a^2}+\frac{\cos^2\theta}{\sigma^2}=\frac{V}{a^2\sigma^2}\equiv\frac1{s^2},
\end{equation}
and the cross term is $2XZ\sin\theta\cos\theta\,(\sigma^2-a^2)/(a^2\sigma^2)$. Completing the square in $X$ gives
\begin{equation}
Q=\frac{(X-X_0)^2}{s^2}+(\text{a function of }z),\qquad
X_0=\frac{(a^2-\sigma^2)\sin\theta\cos\theta}{V}\,Z .
\end{equation}
The function of $z$ cancels in $h=q/n$. At fixed depth the displacements are thus Gaussian with width $s=a\sigma/\sqrt V$ and mean
\begin{equation}
m(z)=R\sin\theta+\frac{(a^2-\sigma^2)\sin\theta\cos\theta}{V}\,(z-R\cos\theta).
\end{equation}
Substituting $t=(u-m)/(\sqrt2\,s)$ in \eqref{eq:survival} yields
\begin{equation}
\frac{C(x,z)}{C_{\rm open}(z)}=\frac12\operatorname{erfc}\!\left(\frac{x-m(z)}{\sqrt2\,s}\right).
\end{equation}
The erfc survives, but the half level moves from the edge to $x=m(z)$. For $\theta=7^\circ$ and the parameters above, at the depth $R\cos\theta=99.3$ nm, the shift is $m=R\sin\theta=12.2$ nm while the width $s=25.1$ nm has hardly changed. The concentration below the edge is $0.687$ of the open-area value. Tilting the other way changes the sign of $m$ and gives $1-0.687=0.313$. These values hold for the shadowless mask assumed at the start. A real mask must be thick enough to stop the ions, and when the beam leans away from it, it shades a strip of the window as wide as its thickness times $\tan\theta$. If the mask has the same stopping power as the target, a thickness of 200 nm lets fewer than one ion in a thousand through. The strip is then 25 nm wide, twice the shift itself, and if no ions entered there the value $0.313$ would fall to about $0.07$. Such a mask is not opaque at its upper corner, however: ions aimed at the outer part of the strip cross only a short path of mask material and still reach the target. Shortening their range by that path gives roughly $0.10$ instead. The thickness matters for the opposite tilt too, because ions then enter through the sidewall just above the surface; the same estimate raises $0.687$ to roughly $0.75$.

Symmetric lateral tails of the point-ion distribution do the opposite: they keep the half and change the shape. As a model, let each ion have a lateral Gaussian spread whose variance is itself random, $\sigma^2\tau$, with $\tau$ distributed as $e^{-\tau}$ for $\tau>0$. The mean of $\tau$ is one, so the overall lateral variance along $x$ is again $\sigma^2$. Averaging the one-dimensional Gaussian and setting $\tau=v^2$ gives
\begin{equation}
h(u)=\int_0^\infty\! e^{-\tau}\,\frac{e^{-u^2/(2\sigma^2\tau)}}{\sqrt{2\pi\tau}\,\sigma}\,d\tau
=\frac{2}{\sqrt{2\pi}\,\sigma}\int_0^\infty\! e^{-v^2-\beta^2/v^2}\,dv,
\qquad \beta=\frac{|u|}{\sqrt2\,\sigma}.
\end{equation}
For $\beta>0$, write $v^2+\beta^2/v^2=(v-\beta/v)^2+2\beta$ and let $J=\int_0^\infty e^{-(v-\beta/v)^2}dv$. Replacing $v$ by $\beta/v$ leaves the exponential unchanged and turns $dv$ into $(\beta/v^2)\,dv$. The mean of the two forms is
\begin{equation}
J=\frac12\int_0^\infty\!\left(1+\frac{\beta}{v^2}\right)e^{-(v-\beta/v)^2}dv
=\frac12\int_{-\infty}^{\infty}e^{-r^2}dr=\frac{\sqrt\pi}{2},
\end{equation}
with $r=v-\beta/v$. Therefore, for $x\ge0$,
\begin{equation}
h(u)=\frac{1}{\sqrt2\,\sigma}\,e^{-\sqrt2|u|/\sigma},\qquad
F(x)=\int_x^\infty h(u)\,du=\frac12\,e^{-\sqrt2x/\sigma}.
\end{equation}
At $x=0$ the ratio is $\frac12$, as symmetry demands. At $2\sigma$ it is $0.0296$, against $0.0228$ for the Gaussian, and at $3\sigma$ it is $0.00718$ against $0.00135$, about five times as much. The background ratio $0.00752$ of the example would then be reached just short of 75 nm instead of at 61 nm. Knowing the lateral variance is thus enough for neither the far profile nor the junction position, whereas the concentration below the edge of a wide window is insensitive to the shape as long as the lateral distribution is symmetric.

All numerical values are calculated from the stated model.
